\section*{Phonon drag and resistivity from momentum return and loss rates, part 1}

(Sections cited here and not found follow in the second part.)

\section{From momentum exchange to the drag factor}

\subsection{Two drifting fluids}

Let the conduction electrons of a metal, with number density $n$, drift together at velocity $v$, and let the phonons drift together at velocity $u$. The phonons carry a momentum density $Mu$, where $M$ is a constant to be calculated below. Friction depends on the difference of the two drifts, because electrons and phonons that drift together are in equilibrium with each other. The momentum passed from electrons to phonons, per unit volume and time, is therefore $K(v-u)$ with some constant $K$.

The constant $K$ is fixed by the rate $b$ at which phonons return momentum to electrons. If the electrons are at rest, $v=0$, the phonons lose momentum to them at the rate $Ku$. By the definition of $b$ this is $bMu$, so
\begin{equation}
K=bM .
\end{equation}
The phonons also lose momentum elsewhere, to walls or defects for example, at the rate $cMu$. Their momentum balance is
\begin{equation}
M\frac{du}{dt}=bM(v-u)-cMu .
\end{equation}
In the steady state the left side vanishes, and
\begin{equation}
b(v-u)=cu,\qquad u=\frac{b}{b+c}\,v,\qquad v-u=\frac{c}{b+c}\,v .
\label{eq:twofluid}
\end{equation}

An electric field $E$ exerts the force $F=-eE$ on an electron of charge $-e$. The electrons are steady when the field supplies what they pass to the phonons:
\begin{equation}
nF=bM(v-u)=bM\,\frac{c}{b+c}\,v .
\end{equation}
The current density is $J=-nev$. The two minus signs cancel in the resistivity,
\begin{equation}
\rho=\frac{E}{J}=\frac{F}{ne^2v}=\frac{bM}{n^2e^2}\,\frac{c}{b+c}.
\end{equation}
If the phonons are held in equilibrium, $u=0$ and $nF=bMv$. This gives $\rho_{\rm eq}=bM/(n^2e^2)$, and hence
\begin{equation}
\boxed{\;\rho=\rho_{\rm eq}\,\frac{c}{b+c}\;}
\label{eq:main}
\end{equation}

For $c\gg b$ the phonons stay near equilibrium and $\rho\to\rho_{\rm eq}$. For $c\ll b$ they are dragged along, and $\rho\to cM/(n^2e^2)$, which no longer contains $b$: the slow step is then the loss of momentum from the joint flow. At $c=0$ a constant force accelerates both fluids without limit.

The rate $b$ is not the electron scattering rate. If $\rho_{\rm eq}$ is written as $m/(ne^2\tau)$, comparison gives $1/\tau=bM/(nm)$. The two rates differ by the ratio of phonon to electron inertia, and an implementation must not put $1/\tau$ in place of $b$.

This argument took $b$, $M$ and a common phonon drift as given. The rest of this half derives them from electron--phonon collisions and finds when the factor survives if every phonon mode has its own rates.

\subsection{Model and coupling}

The electrons are free, with mass $m$, energy $\varepsilon_{\mathbf k}=\hbar^2k^2/2m$, two spin states, and one electron per atom. They are degenerate: $k_BT\ll E_F$. The phonons are longitudinal, with frequency $\omega=sq$ up to the Debye wavevector $q_D$. One such mode per atom requires $q_D^3/6\pi^2=n$. Collisions are normal, which means that an electron absorbing a phonon $\mathbf q$ goes from $\mathbf k$ to $\mathbf k+\mathbf q$ with no reciprocal-lattice vector added. The uniform field acts on the electrons and does not drive the phonons.

Gaussian units are used. The resistivity formulas have the same form in SI units; the screening wavevector below does not.

A displacement field $\boldsymbol\xi$ changes the ion density by $\delta n_i=-n\nabla\cdot\boldsymbol\xi$. At wavevector $q$ the potential energy of an electron, with static Thomas--Fermi screening, is
\begin{equation}
U=-\frac{4\pi e^2\,\delta n_i}{q^2+k_{TF}^2}
=D_q\,\nabla\cdot\boldsymbol\xi,\qquad
k_{TF}^2=\frac{6\pi ne^2}{E_F}.
\end{equation}
Since $4\pi ne^2/k_{TF}^2=2E_F/3$, the coupling energy is
\begin{equation}
D_q=\frac{2E_F/3}{1+q^2/k_{TF}^2}.
\end{equation}
With mass density $\rho_m$ and volume $\mathcal V$, one phonon has displacement amplitude $(\hbar/2\rho_m\mathcal V\omega)^{1/2}$. The divergence supplies a factor $q$, so the squared matrix element is
\begin{equation}
|M_q|^2=D_q^2\,\frac{\hbar q^2}{2\rho_m\mathcal V\omega}
=\frac{D_q^2\hbar q}{2\rho_m\mathcal Vs}.
\label{eq:matrix}
\end{equation}

\subsection{How drifting electrons change a phonon occupation}

Let the electrons have the rigidly drifted distribution $f_{\mathbf k}=f_0(\varepsilon_{\mathbf k}-\hbar\mathbf k\cdot\mathbf v)$, where $f_0$ is the Fermi function. This form is an assumption, and the second half measures its error. Write $f$ and $f'$ for the occupations of $\mathbf k$ and $\mathbf k'=\mathbf k+\mathbf q$. The golden rule, with emission counted as gain and absorption as loss, gives
\begin{equation}
\left.\frac{dN_q}{dt}\right|_{\rm el}
=\frac{4\pi}{\hbar}|M_q|^2\sum_{\mathbf k}
\left[f'(1-f)(N_q+1)-f(1-f')N_q\right]
\delta(\varepsilon'-\varepsilon-\hbar\omega).
\label{eq:golden}
\end{equation}
The prefactor contains the factor two for spin.

On the energy shell the argument of the drifted Fermi function rises by $\hbar\omega-\hbar\mathbf q\cdot\mathbf v$ between $\mathbf k$ and $\mathbf k'$. Define $z=\hbar(\omega-\mathbf q\cdot\mathbf v)/k_BT$. Because $f/(1-f)$ is an exponential of that argument,
\begin{equation}
f'(1-f)=e^{-z}f(1-f').
\end{equation}
Subtraction gives
\begin{equation}
f-f'=f(1-f')-f'(1-f)=(1-e^{-z})f(1-f').
\end{equation}
With $N^{v}=1/(e^z-1)$, so that $1/(1-e^{-z})=N^v+1$, these become
\begin{equation}
f(1-f')=(f-f')(N^v+1),\qquad f'(1-f)=(f-f')N^v .
\end{equation}
The bracket in Eq.~\eqref{eq:golden} is then
\begin{equation}
(f-f')\left[N^v(N_q+1)-(N^v+1)N_q\right]=-(f-f')(N_q-N^v).
\end{equation}
The electrons therefore pull each mode towards a Bose function $N^v=N_0(\omega-\mathbf q\cdot\mathbf v)$ that drifts at the electron velocity. This is the microscopic reason why friction depends on the difference of drifts.

The remaining sum is the relaxation rate. Split $\mathbf k$ into $k_\parallel$ along $\mathbf q$ and $\mathbf k_\perp$. Energy conservation reads
\begin{equation}
\frac{\hbar^2}{2m}(2k_\parallel q+q^2)=\hbar\omega,
\qquad k_\parallel=\frac{ms}{\hbar}-\frac q2 ,
\label{eq:kpar}
\end{equation}
and the delta function contributes $m/(\hbar^2q)$ on integration over $k_\parallel$. The perpendicular drift is removed by the shift $\mathbf k_\perp\to\mathbf k_\perp+m\mathbf v_\perp/\hbar$. With $w=\hbar^2k_\perp^2/2m$ the area element becomes $(2\pi m/\hbar^2)\,dw$, and
\begin{equation}
\int_0^\infty\!dw\,\left[f_0(w+w_0)-f_0(w+w_0+\Delta)\right]
=\int_{w_0}^{w_0+\Delta}\!f_0\,dw\simeq\Delta,
\qquad \Delta=\hbar(\omega-\mathbf q\cdot\mathbf v).
\end{equation}
Here $w_0$ is the energy left at $k_\perp=0$. The last step needs $f_0\simeq1$ there, hence $q/2$ below $k_F$ by more than the thermal smearing. Collecting factors,
\begin{align}
\frac{4\pi}{\hbar}|M_q|^2\,&\frac{\mathcal V}{8\pi^3}\,
\frac{m}{\hbar^2q}\,\frac{2\pi m}{\hbar^2}\,
\hbar(\omega-\mathbf q\cdot\mathbf v)
=\frac{|M_q|^2\mathcal V m^2}{\pi\hbar^4q}(\omega-\mathbf q\cdot\mathbf v)
\nonumber\\
&=b_q\left(1-\frac{\mathbf q\cdot\mathbf v}{\omega}\right),
\qquad
b_q=\frac{D_q^2m^2q}{2\pi\rho_m\hbar^3},
\label{eq:bq}
\end{align}
where Eq.~\eqref{eq:matrix} and $\omega=sq$ were used. Thus
\begin{equation}
\left.\frac{dN_q}{dt}\right|_{\rm el}
=-b_q\left(1-\frac{\mathbf q\cdot\mathbf v}{\omega}\right)
\left[N_q-N_0(\omega-\mathbf q\cdot\mathbf v)\right].
\end{equation}
If $\mathbf q\cdot\mathbf v>\omega$ the rate changes sign and the mode grows instead of relaxing. The linear theory requires $v\ll s$.

\subsection{Steady phonons and the resistivity}

For small $v$ write $N_q=N_0+\delta N_q$ and
\begin{equation}
N_0(\omega-\mathbf q\cdot\mathbf v)=N_0+\chi_q\,\mathbf q\cdot\mathbf v,
\qquad
\chi_q=-\frac{\partial N_0}{\partial\omega}
=\frac{\hbar}{k_BT}N_0(N_0+1).
\end{equation}
The difference of occupations is already of first order, so the factor $1-\mathbf q\cdot\mathbf v/\omega$ is replaced by one. Let all other momentum-losing processes relax the mode to $N_0$ at rate $c_q$. The steady state is
\begin{equation}
0=b_q(\chi_q\mathbf q\cdot\mathbf v-\delta N_q)-c_q\,\delta N_q,
\qquad
\delta N_q=\frac{b_q}{b_q+c_q}\,\chi_q\mathbf q\cdot\mathbf v .
\end{equation}

Each phonon created by the electrons takes momentum $\hbar\mathbf q$ from them. The field must replace it:
\begin{align}
n\mathbf F&=\frac1{\mathcal V}\sum_{\mathbf q}\hbar\mathbf q\,
b_q(\chi_q\mathbf q\cdot\mathbf v-\delta N_q)\nonumber\\
&=\frac1{\mathcal V}\sum_{\mathbf q}\hbar\mathbf q(\mathbf q\cdot\mathbf v)
\chi_q\frac{b_qc_q}{b_q+c_q}.
\end{align}
For an isotropic set of modes $\mathbf q(\mathbf q\cdot\mathbf v)$ averages to $q^2\mathbf v/3$. With $\rho=F/(ne^2v)$,
\begin{equation}
\rho=\frac1{n^2e^2\mathcal V}\sum_{\mathbf q}
\frac{\hbar q^2\chi_q}{3}\,\frac{b_qc_q}{b_q+c_q}.
\label{eq:modesum}
\end{equation}
Holding the phonons at $\delta N_q=0$ leaves $b_q$ in place of the last fraction. With $\sum_{\mathbf q}/\mathcal V=\int q^2dq/2\pi^2$,
\begin{equation}
\rho_{\rm eq}=\frac{\hbar^2}{6\pi^2n^2e^2k_BT}
\int_0^{q_D}q^4\,b_q\,N_0(N_0+1)\,dq .
\label{eq:rhoeq}
\end{equation}
If $c_q/b_q$ is the same for every mode, $c_q/(b_q+c_q)$ is a constant and leaves the sum. This proves Eq.~\eqref{eq:main} for a rigid electron drift.

\subsection{Unequal ratios and a common phonon drift}

Normal phonon--phonon collisions conserve phonon momentum, so they do not belong in $c_q$. When they are much faster than $b_q$ and $c_q$, they force one drift on all modes, $\delta N_q=\chi_q\mathbf q\cdot\mathbf u$. The phonon inertia and the mean rates are then
\begin{equation}
M=\frac1{\mathcal V}\sum_{\mathbf q}\frac{\hbar q^2\chi_q}{3},\qquad
\bar b=\frac{\sum_{\mathbf q}q^2\chi_qb_q}{\sum_{\mathbf q}q^2\chi_q},\qquad
\bar c=\frac{\sum_{\mathbf q}q^2\chi_qc_q}{\sum_{\mathbf q}q^2\chi_q}.
\label{eq:means}
\end{equation}
Summing the phonon momentum balance gives $\bar b(v-u)=\bar cu$, which is Eq.~\eqref{eq:twofluid}. Since $\rho_{\rm eq}=M\bar b/(n^2e^2)$, the factor is $\bar c/(\bar b+\bar c)$.

The common-drift value cannot lie below the mode-by-mode value of Eq.~\eqref{eq:modesum}. To see this, consider $b(1-\theta)^2+c\theta^2$, where $\theta=u/v$. Its derivative vanishes at $\theta=b/(b+c)$, and its minimum is
\begin{equation}
\frac{bc^2+cb^2}{(b+c)^2}=\frac{bc}{b+c}.
\label{eq:min}
\end{equation}
The mode sum lets each mode choose its own $\theta$. A common drift imposes one $\theta$ on all, and a minimum under this restriction cannot be smaller.

At low temperature thermal phonons have $q\propto T$, and $b_q\propto q$ there, so $\bar b\propto T$. For a loss rate independent of mode and temperature, as a rough model of walls, the drag factor then returns to one on cooling. In this normal-process model Eq.~\eqref{eq:rhoeq} gives $\rho_{\rm eq}\propto T^5$ in the same limit.

\section{Limits of the factor and a copper-like line}

\subsection{Symbols and results carried over}

Electrons of density $n$ drift at $v$ under a force $F$. A phonon mode $\mathbf q$ returns momentum to them at rate $b_q$, Eq.~\eqref{eq:bq}, and loses it elsewhere at rate $c_q$. Its equilibrium occupation is $N_0$, and $\chi_q=-\partial N_0/\partial\omega$. With rigidly drifting electrons and normal collisions, the resistivity is the mode sum \eqref{eq:modesum}. It equals $\rho_{\rm eq}c/(b+c)$ if $c_q/b_q$ is uniform, or if the phonons share one drift and $b,c$ are the means \eqref{eq:means}. Two assumptions remain to be relaxed: the rigid electron drift and the absence of umklapp.

For rigidly drifting electrons and normal collisions, the drag factor $c/(b+c)$ has been derived for uniform $c_q/b_q$ and, with mean rates, for a common phonon drift. It remains to let the electron drift vary with energy, to include residual scattering and umklapp, and to apply the results to a copper-like line.
